# Iron's Curie Temperature Does Not Mark the Collapse of Exchange Splitting

In the iron-like band model worked out below, the exchange splitting vanishes at about 3700 K. In a mean-field estimate, disorder in the directions of the atomic moments removes the magnetization at about 700 to 800 K, while the moments keep most of their size. Iron's measured Curie temperature, roughly 1000 K, lies much nearer the second figure than the first. At an electronic temperature of 1000 K, directional disorder costs about half the free energy of collapse. That factor of two does not account for the whole gap between the temperatures; the rest is a matter of entropy.

## The belief and its attraction

In a ferromagnetic metal the bands of the two spin directions are displaced by an exchange splitting $\Delta$. In Stoner theory

$$\Delta=Im,\qquad m=n_\uparrow-n_\downarrow ,$$

where $I$ is the exchange parameter and $m$ the moment per atom in Bohr magnetons. The magnetization vanishes at the Curie temperature, so it seems that $m$, and with it $\Delta$, must vanish there too.

The argument is attractive because the same theory describes a ground state with a non-integer moment naturally. Its weak point is the symbol $m$, which stands for two quantities. One is the moment of an atom along its own exchange field. The other is the magnetization, a vector average over atoms. If atom $i$ has a moment of size $m$ along the unit vector $\mathbf e_i$, the magnetization per atom is

$$\mathbf M_{\rm tot}=m\,\langle\mathbf e_i\rangle .$$

It vanishes if $m=0$, but also if $\langle\mathbf e_i\rangle=0$ with $m$ finite. Which happens first is a question about free energies.

## One free energy for both routes

Let the exchange energy of an atom be $-Im^2/4$. It can be written with an auxiliary field amplitude $\Delta$:

$$-\frac{I m^2}{4}=\min_\Delta\left[-\frac{\Delta m}{2}+\frac{\Delta^2}{4I}\right].$$

The derivative of the bracket, $-m/2+\Delta/(2I)$, vanishes at $\Delta=Im$, where the bracket equals $-Im^2/2+Im^2/4=-Im^2/4$. The first term acts on the electrons as a field, and the second is a constant. For a given set of directions the electrons therefore obey

$$H=H_0-\frac{\Delta}{2}\sum_i\mathbf e_i\cdot\boldsymbol\sigma_i ,$$

where $H_0$ is the hopping and $\boldsymbol\sigma_i$ is the sum of the Pauli spin operators of the electrons on atom $i$. The free energy per atom is

$$F(\Delta,\{\mathbf e_i\})=F_{\rm band}(\Delta,\{\mathbf e_i\})+\frac{\Delta^2}{4I}.$$

The fields are taken as static and classical, with one amplitude for all atoms of a configuration. At fixed electron number, the derivative of $F_{\rm band}$ is the thermal average of the derivative of $H$ per atom, which is $-\bar m/2$, with $\bar m$ the mean moment along the local fields. Setting $\partial F/\partial\Delta=0$ gives $\Delta=I\bar m$.

At $\Delta=0$ the directions drop out of $H$, so every configuration then has the free energy of the nonmagnetic metal. Minimizing over $\Delta$ can only lower this value. Within this model, directional disorder therefore cannot cost more than collapse. How much less it costs has to be calculated.

## The temperature of collapse

Let all $\mathbf e_i$ be parallel. The levels of the two spins are displaced by $\mp\Delta/2$. With $N(E)$ the density of states per atom and spin of the unsplit band, and $f$ the Fermi function,

$$m=\int N(E)\left[f\!\left(E-\tfrac{\Delta}{2}\right)-f\!\left(E+\tfrac{\Delta}{2}\right)\right]dE .$$

For small $\Delta$ the bracket is $-f'(E)\Delta$ plus terms of order $\Delta^3$. The chemical potential cannot depend on the sign of $\Delta$, so it shifts by order $\Delta^2$, which again changes $m$ only at order $\Delta^3$. To leading order

$$m=\bar N(T)\,\Delta,\qquad \bar N(T)=\int N(E)\,[-f'(E)]\,dE .$$

Integrating $\partial F/\partial\Delta=-m/2+\Delta/(2I)$ from zero gives

$$F(\Delta)-F(0)=\frac{\Delta^2}{4}\left[\frac1I-\bar N(T)\right].$$

The nonmagnetic state is unstable to a uniform splitting when $I\bar N>1$. If the splitting vanishes continuously, it does so at the Stoner temperature $T_{\rm S}$ given by

$$I\,\bar N(T_{\rm S})=1 .$$

Temperature enters here through the thermal averaging of the density of states over an energy range of a few $k_BT$ around the chemical potential, which itself adjusts with temperature to keep the electron number fixed.

## An iron-like band

The model has the bcc lattice, five d orbitals and 7 d electrons per atom. The nearest-neighbour hopping integrals $dd\sigma$, $dd\pi$ and $dd\delta$ are $-0.72$, $0.48$ and $-0.12$ eV. Those to second neighbours are smaller by $(\sqrt3/2)^5=0.487$, and the rest are neglected. The unsplit band is about 5.8 eV wide. There are no s and p electrons, no spin-orbit coupling and no lattice vibrations.

The exchange parameter is fixed by requiring $m=2.2$ at 300 K, a rough iron-like value. The spin populations are then $(7+2.2)/2=4.6$ and $(7-2.2)/2=2.4$. Let $\mu_\uparrow$ and $\mu_\downarrow$ be the chemical potentials that give these populations in the unsplit band. After the displacement they must coincide, $\mu_\uparrow-\Delta/2=\mu_\downarrow+\Delta/2$, so

$$\Delta=\mu_\uparrow-\mu_\downarrow=1.454\ \text{eV},\qquad I=\frac{1.454}{2.2}=0.661\ \text{eV}.$$

The product $I\bar N$ is 2.26 at 300 K and 1.70 at 1000 K. It reaches 1 at

$$T_{\rm S}\approx3700\ \text{K},\qquad k_BT_{\rm S}\approx0.32\ \text{eV}.$$

These values come from a $20\times20\times20$ mesh of wave vectors. On a $48\times48\times48$ mesh the same calibration gives $\Delta=1.462$ eV, $I=0.665$ eV, $I\bar N=2.27$ and $1.71$, and $T_{\rm S}\approx3760$ K, so the last digits are not converged. The full nonlinear equation supports a continuous transition: at $0.97\,T_{\rm S}$ it has a solution with $m=0.61$, and at $1.03\,T_{\rm S}$ none of the splittings sampled sustains itself.

At 1000 K the uniform solution still has $m=2.17$, a loss of less than 2 percent from 2.2. Stoner theory thus gives a nearly intact ferromagnet at a temperature where real iron is close to losing its magnetization.

## The cost of directional disorder

Now let the directions vary. A useful first description is a pair energy per atom,

$$E=-\frac1{N_{\rm at}}\sum_{i\ne j}J_{ij}\,\mathbf e_i\cdot\mathbf e_j,\qquad J_0=\sum_jJ_{0j},$$

where $N_{\rm at}$ is the number of atoms and each pair is counted twice. The ferromagnet has $E=-J_0$. For uncorrelated directions the average of $\mathbf e_i\cdot\mathbf e_j$ is zero, and so is the energy. Complete disorder therefore costs $J_0$ per atom.

This cost can be found directly by putting random directions into the band Hamiltonian. Two cells of 16 atoms were used, with directions selected so that the average correlations in the first three neighbour shells do not exceed 0.012 in size. The cells repeat after two lattice constants, so correlations in more distant shells are not controlled: an atom is fully correlated with its own periodic images. Agreement between two such cells does not test this size effect. For each cell the amplitude $\Delta$ was optimized. At an electronic temperature of 1000 K the costs above the ferromagnet, whose free energy is taken from a dense sampling of wave vectors, agree between the two cells within 1 meV per atom, with mean

$$F_{\rm dis}-F_{\rm FM}\approx87\ \text{meV}.$$

Collapse to the nonmagnetic state at the same temperature costs

$$F_{\rm NM}-F_{\rm FM}\approx180\ \text{meV},$$

which is 2.1 times as much. (With $I$ recalibrated on the finer mesh, collapse costs 184 meV.) The coarse sampling of wave vectors used for the 16-atom cells shifts the free energy of the ferromagnet by 6 meV, about 7 percent of the disorder cost. Measured from the ferromagnet on the coarse sampling, the disorder cost would be 93 meV instead of 87 meV. Refining the sampling of the random cells from $3^3$ to $4^3$ wave vectors lowers their cost by only about 1 meV, to 86 meV, so most of the 6 meV shift belongs to the ferromagnet on the coarse sampling. The costs are uncertain by a few meV.

The moments survive the disorder. Their mean is 1.88, or 87 percent of the ferromagnetic value at 1000 K, and in the first cell they range from 1.84 to 1.94. The exchange field amplitude is $0.661\times1.88=1.24$ eV, compared with $0.661\times2.165=1.43$ eV in the ferromagnet.

What does disappear is the difference between spin-up and spin-down spectra referred to one fixed axis. In an ensemble where all directions are equally likely, a half-turn of all spins about a perpendicular axis exchanges the two spectra and leaves the ensemble unchanged, so their averages are equal. This equality does not show that the local exchange fields are zero.

## A second route to the same cost

A planar spiral has directions that turn by the angle $\mathbf q\cdot\mathbf R$ over a lattice vector $\mathbf R$. Then $\mathbf e_i\cdot\mathbf e_j=\cos[\mathbf q\cdot(\mathbf R_i-\mathbf R_j)]$, and the pair energy is

$$E(\mathbf q)=-J(\mathbf q),\qquad J(\mathbf q)=\sum_{\mathbf R\ne0}J(\mathbf R)\cos(\mathbf q\cdot\mathbf R).$$

The average of $\cos(\mathbf q\cdot\mathbf R)$ over the Brillouin zone vanishes for every $\mathbf R\neq0$. Hence

$$\langle E(\mathbf q)\rangle_{\mathbf q}-E(0)=0-(-J_0)=J_0 .$$

The spirals need no large cell, because their exchange field couples a spin-up state of wave vector $\mathbf k$ only to a spin-down state of wave vector $\mathbf k+\mathbf q$. Averaging their band free energies over a $4\times4\times4$ mesh of $\mathbf q$ gives $J_0\approx91$ meV. On this mesh the average of $\cos(\mathbf q\cdot\mathbf R)$ equals 1 when all three components of $\mathbf R$ in the primitive vectors are multiples of four, so the couplings at those separations are left out. The result is within 5 percent of the random-cell cost. That difference is smaller than the sampling error quoted above, and the identification of the average with $J_0$ assumes the pair form with fixed moments, so the agreement shows consistency only at about that level.

The individual spirals contain a warning. The optimized moment ranges from 2.19 for the cheapest one down to zero for the dearest. The latter is the antiferromagnetic pattern in which cube corners and cube centres have opposite directions. There the best amplitude is $\Delta=0$, and the cost is that of collapse, 182 meV with the sampling of wave vectors used for the spirals. The persistence of moments is thus a property of particular configurations, here including the random ones, and not of the atom alone.

## From cost to Curie temperature

In mean-field theory each direction feels the average $M=|\langle\mathbf e\rangle|$ of the others. A given $\mathbf e_i$ occurs twice for each partner in the pair sum, so its energy is $-2J_0M\cos\theta$, with $\theta$ measured from the magnetization. With $x=2J_0M/(k_BT)$ and $c=\cos\theta$,

$$M=\frac{\int_{-1}^{1}c\,e^{xc}\,dc}{\int_{-1}^{1}e^{xc}\,dc}
\approx\frac{\int_{-1}^{1}(c+xc^2)\,dc}{\int_{-1}^{1}(1+xc)\,dc}
=\frac{2x/3}{2}=\frac{x}{3}.$$

Near the transition this reads $M=2J_0M/(3k_BT)$. A nonzero $M$ requires

$$k_BT_{\rm C}=\frac{2J_0}{3}.$$

With the random-cell cost, $k_BT_{\rm C}=2\times87/3=58$ meV, or $T_{\rm C}\approx670$ K. The spiral average gives about 700 K.

Both values use the full interval from order to disorder, whereas the transition is governed by small $M$. A configuration between the two limits shows whether the difference matters. Halving all polar angles of a random set gives an average order

$$M=\frac12\int_0^\pi\cos\frac\theta2\,\sin\theta\,d\theta
=\int_0^\pi\cos^2\frac\theta2\,\sin\frac\theta2\,d\theta=\frac23 ,$$

where $\sin\theta=2\sin(\theta/2)\cos(\theta/2)$ was used. In the cells treated this way the nearest-neighbour correlation is 0.418 and the cost is about 42 meV. A pair model with $J_0=87$ meV and this correlation in all shells would give $87\times(1-0.418)\approx51$ meV. The gap of 9 meV suggests that one constant $J_0$ does not describe the energy, but it does not establish this: the gap is comparable to the sampling error, and the correlations in further shells were not used.

Take the nearest-neighbour correlation as the measure of order. It rises from about $-0.01$ in the random cells to 0.418 in the partly ordered ones, a change of 0.428. Both sets use the same sampling, so the ferromagnetic reference cancels in the difference of costs, and $J_0\approx(87.0-41.6)/0.428\approx106$ meV, or $T_{\rm C}\approx820$ K. This estimate lies closer to the transition, though $M=2/3$ is still not small. Weaker tilts of the same cells, with $M$ between 0.3 and 0.4, give nearly the same slope, 107 to 108 meV.

The range of 670 to 820 K is a mean-field result of a simple model and not a prediction for iron. It omits fluctuations beyond mean field and thermal changes of the moment size, and its electronic temperature was held at 1000 K. At 700 K the random-cell cost is about 93 meV instead of 87 meV, and collapse costs about 2.2 times as much. The contrast with 3700 K is much larger than the spread of the estimates.

Nor does the contrast depend on the chosen hopping scale. If all hoppings, $I$ and all temperatures are multiplied by one factor, every energy is multiplied by it and the Fermi occupations stay the same. The ratio of the two transition temperatures is unchanged. The directional cost does depend strongly on the band filling. With $I$ refitted to $m=2.2$, 7.4 d electrons give a spiral average of about 97 meV. With 6.5 electrons the average falls to about 11 meV and a spiral lies about 9 meV below the ferromagnet, which is then not the lowest state of the model. $T_{\rm S}$ stays between about 3700 and 4100 K over this range. The nearness of $T_{\rm C}$ to the value for iron thus rests on the choice of 7 electrons.

## Why a factor of two becomes a factor of five

With the random-cell value, the temperatures differ by a factor of 5.5, but the free-energy costs by only 2.1. The remainder comes from how each cost is converted into a temperature.

For the directions, minimizing the mean-field free energy $-J_0M^2-TS(M)$ gives $S'(M)=-2J_0M/T=-k_Bx$. Since $x=3M$ at small $M$, the entropy is $S(M)=S(0)-\tfrac32k_BM^2$, and the free energy relative to disorder is

$$\left(\tfrac32k_BT-J_0\right)M^2 .$$

Each unit of the cost $J_0$ is thus opposed by an entropy coefficient of $1.5\,k_B$. The corresponding ratio for collapse is its cost at 1000 K divided by $T_{\rm S}$, which is $(180/321)\,k_B=0.56\,k_B$. By construction the two factors combine identically to

$$\frac{T_{\rm S}}{T_{\rm C}}=\frac{180}{87}\times\frac{1.5}{0.56}\approx5.5 .$$

It would be wrong to conclude that collapse releases hardly any entropy. At 1000 K the nonmagnetic state has $0.94\,k_B$ per atom more electronic entropy than the ferromagnet. For comparison, a free quantum spin with moment 2.17 would have a directional entropy of about $k_B\ln(2.17+1)=1.15\,k_B$. The figure of $0.56\,k_B$ is a conversion ratio and not an entropy at any one temperature. Its link to entropy follows from $dF/dT=-S$, which holds for the optimized states because they are stationary in $\Delta$ and $M$. A cost that vanishes at the transition equals the integral, up to the transition, of the entropy difference between the two states. For the directions, with $J_0$ held fixed, the cost falls from $J_0$ at $T=0$ to zero at $T_{\rm C}$, so the mean entropy difference is $J_0/T_{\rm C}=1.5\,k_B$. For collapse, 180 meV is removed between 1000 K and $T_{\rm S}$, an interval of $321-86=235$ meV in $k_BT$, so the mean difference is $0.77\,k_B$, and $0.77\times235/321=0.56$.

The Stoner temperature correctly answers a restricted question: when does the splitting vanish if all moments must remain parallel? The restriction excludes the configurations that destroy the magnetization first. Were the optimized amplitude zero in the random configurations, as it is in the antiferromagnetic spiral, disorder and collapse would be the same state and the distinction would lose its force. In this model of iron the random configurations keep 87 percent of the moment. The numerical check that accompanies the text computes both routes from the same Hamiltonian.

## Numbers as computed

```
Input hopping scale: 0.12 eV
Nearest-neighbour dd-sigma: -0.72 eV
Nearest-neighbour dd-pi: 0.48 eV
Nearest-neighbour dd-delta: -0.12 eV
Second-shell hopping factor: 0.487
Input d electrons per atom: 7.0
Input moment at 300 K: 2.2 Bohr magnetons
Unsplit d-band width: 5.73 eV
Exchange splitting at 300 K: 1.454 eV
Stoner parameter I: 0.661 eV
Stoner product I*N at 300 K: 2.260
Stoner product I*N at 1000 K: 1.696
Stoner Curie temperature: 3722 K
Thermal energy at Stoner temperature: 0.321 eV
Stoner moment at 1000 K: 2.165 Bohr magnetons
Stoner moment at half Stoner temperature: 2.034 Bohr magnetons
Stoner moment at 0.97 Stoner temperature: 0.610 Bohr magnetons
The following free energies are at electronic temperature 1000 K
Collapse free energy per atom: 179.8 meV
Entropy gained by collapse per atom: 0.936 k_B
Gauge of direction entropy ln(m+1): 1.152 k_B
Spiral classes (weight, cost in meV per atom, moment in Bohr magnetons):
  0.0156  0.0  2.17
  0.1875  24.5  2.19
  0.0938  67.0  2.06
  0.3750  98.6  1.80
  0.0938  103.1  1.70
  0.0312  103.3  1.77
  0.1875  147.2  1.46
  0.0156  182.2  0.00
J0 from spiral average: 91.2 meV
Largest pair correlation in random cells: 0.012
Random cell 1 cost per atom: 87.3 meV
Random cell 2 cost per atom: 86.6 meV
Mean disorder cost per atom: 87.0 meV
Ratio collapse cost / disorder cost: 2.07
Supercell k-mesh error, ferromagnet: -6.3 meV
Mean moment in disorder: 1.880 Bohr magnetons
Smallest local moment, cell 1: 1.841 Bohr magnetons
Largest local moment, cell 1: 1.938 Bohr magnetons
Rms site charge variation, cell 1: 0.065 electrons
Order parameter of partly ordered cells: 0.667
Neighbour correlation, partly ordered: 0.418
Partly ordered cost per atom: 41.6 meV
J0 from disordered side: 106.1 meV
Transverse Curie temperature, random cells: 673 K
Transverse Curie temperature, spirals: 705 K
Transverse Curie temperature, disordered side: 821 K
Ratio Stoner / random-cell temperature: 5.53
```
